# Why dual-frequency reactors do not fully decouple ion flux and energy: a numerical check

```python
# Result under test: in a symmetric dual-frequency capacitive discharge the
# low-frequency (LF) voltage changes ion flux as well as ion energy, through
# sheath thickness, electron heating and secondary emission.
# Symbols: zeta = ion charge from the plasma side / maximum sheath charge Q;
# edge = electron-edge position in zeta; G = half mean square of (zeta-edge)+;
# lam = Q^2/(eps0*n0*Te); a_low + a_high = 1/2 are the edge amplitudes.
# Ions see the mean field; phases are independent; SI units, energies in eV.
import numpy as np
from scipy import constants as sc
from scipy.integrate import cumulative_trapezoid, solve_ivp
from scipy.optimize import brentq

e, me, eps0 = sc.e, sc.m_e, sc.epsilon_0
ion_mass = 40 * sc.atomic_mass
Te, gap, nu = 3.0, 0.05, 2.0e7
f_low, f_high = 10e6, 100e6
w_low, w_high = 2*np.pi*f_low, 2*np.pi*f_high
collision_cost, gamma_se, deposited = 50.0, 0.10, 0.50
bohm = np.sqrt(e*Te/ion_mass)
vth = np.sqrt(e*Te/me)
vmean = np.sqrt(8/np.pi)*vth

zeta = np.linspace(0, 1, 401)
half_phase = (np.arange(40)+0.5)*np.pi/40
PL, PH = [p.ravel() for p in np.meshgrid(half_phase, half_phase)]


def cumulative(y, x):
    return cumulative_trapezoid(y, x, initial=0)


def sheath_shape(a_high):
    a_low = 0.5-a_high
    edge = 0.5+a_low*np.cos(PL)+a_high*np.cos(PH)
    G = 0.5*np.mean(np.maximum(zeta[:, None]-edge, 0)**2, axis=1)
    c0, c1 = cumulative(G, zeta), cumulative(zeta*G, zeta)
    graded = np.interp(edge, zeta, c1[-1]-c1-zeta*(c0[-1]-c0))
    flat = (1-edge)**2/2
    linear = [4*abs(np.mean(flat*np.cos(p))) for p in (PL, PH)]
    square = [4*abs(np.mean(graded*np.cos(p))) for p in (PL, PH)]
    return edge, G, linear, square


def solve_drive(V_low, V_high):
    def lam_for(shape):
        b, a = shape[2][1], shape[3][1]
        return (-b+np.sqrt(b*b+4*a*V_high/Te))/(2*a)

    def mismatch(a_high):
        shape = sheath_shape(a_high)
        lam = lam_for(shape)
        return Te*(lam*shape[2][0]+lam**2*shape[3][0])-V_low

    a_high = 0.5 if V_low == 0 else brentq(mismatch, 0.02, 0.5, xtol=1e-8)
    shape = sheath_shape(a_high)
    lam, edge, G = lam_for(shape), shape[0], shape[1]
    a_low = 0.5-a_high
    A = a_low**2+a_high**2
    G_wall = (0.25+A/2)/2
    G_edge = np.interp(edge, zeta, G)
    speed2_low = (a_low*w_low*np.sin(PL))**2
    speed2_high = (a_high*w_high*np.sin(PH))**2
    speed2 = speed2_low+speed2_high
    W = np.interp(edge, zeta, cumulative((1+lam*G)**2, zeta))
    scale = me*eps0*Te*lam/e
    return dict(a_low=a_low, a_high=a_high, lam=lam, scale=scale,
                Vmean=Te*(lam*G_wall+(lam*G_wall)**2/2),
                wall_speed=1+lam*G_wall,
                thick=1+lam*(0.125+0.75*A)/6,
                stoch_low=2*vmean*scale*lam*np.mean(speed2_low*G_edge),
                stoch_high=2*vmean*scale*lam*np.mean(speed2_high*G_edge),
                mean_speed2=np.mean(speed2), sheath_ohm=np.mean(speed2*W),
                resistance=2*lam*np.mean(np.sin(PH)**2*G_edge))


def charge_length(d, n):
    return np.sqrt(d['lam']*eps0*Te/(e*n))


def heating(d, n):
    length = charge_length(d, n)
    bulk = gap-2*length*d['thick']
    ohmic = d['scale']*nu*(bulk*d['mean_speed2']+2*length*d['sheath_ohm'])
    return ohmic, ohmic+d['stoch_low']+d['stoch_high']


def loss_energy(gamma):
    return collision_cost+Te*(2*(1+gamma)+0.5)


def density(d, gamma):
    net = loss_energy(gamma)-gamma*deposited*d['Vmean']
    assert net > 0
    return brentq(lambda n: heating(d, n)[1]-2*n*bohm*e*net, 5e14, 1e18)


def current_high(d, n):
    return w_high*d['a_high']*e*n*charge_length(d, n)


# Voltage scan at fixed HF voltage.
V_high = 200.0
V_lows = [0.0, 100.0, 200.0, 400.0, 600.0]
drives = [solve_drive(v, V_high) for v in V_lows]
n_without = np.array([density(d, 0.0) for d in drives])
n_with = np.array([density(d, gamma_se) for d in drives])
energies = np.array([d['Vmean']+Te/2 for d in drives])
assert np.all(np.diff(energies) > 0)
assert np.all(np.diff(n_without) < 0)
assert np.all(np.diff(n_with/n_without) > 0)

# Independent real-space sheath, using a lattice of phase pairs.
d, n0 = drives[3], n_with[3]
N = 6765
k = np.arange(N)
phase_l = 2*np.pi*k/N
phase_h = 2*np.pi*((4181*k) % N)/N
z = 0.5+d['a_low']*np.cos(phase_l)+d['a_high']*np.cos(phase_h)
zdot = -(d['a_low']*w_low*np.sin(phase_l)
         + d['a_high']*w_high*np.sin(phase_h))
length = charge_length(d, n0)
Q = e*n0*length
edge_charge = Q*z


def ion_fluid(x, state):
    charge, speed = state
    field = np.mean(np.maximum(charge-edge_charge, 0))/eps0
    return [e*n0*bohm/speed, e*field/(ion_mass*speed)]


def at_electrode(x, state):
    return state[0]/Q-1


at_electrode.terminal = True
sol = solve_ivp(ion_fluid, (0, gap), [0, bohm], events=at_electrode,
                dense_output=True, rtol=1e-7, atol=[1e-9*Q, 1e-6*bohm],
                max_step=length/20)
assert len(sol.t_events[0]) == 1
width = sol.t_events[0][0]
x_tab = np.linspace(0, width, 6001)
c_tab, u_tab = sol.sol(x_tab)
n_tab = n0*bohm/u_tab
assert abs(width/(length*d['thick'])-1) < 3e-3
assert abs(u_tab[-1]/(bohm*d['wall_speed'])-1) < 3e-3
area = cumulative(c_tab, x_tab)
V_tab = (area[-1]-area-c_tab*(width-x_tab))/eps0
V_a = np.interp(edge_charge, c_tab, V_tab)
V_b = np.interp(Q-edge_charge, c_tab, V_tab)
V_pair = V_b-V_a
V_fit_l = 2*np.mean(V_pair*np.cos(phase_l))
V_fit_h = 2*np.mean(V_pair*np.cos(phase_h))
assert abs(np.mean(V_a)/d['Vmean']-1) < 3e-3
assert abs(V_fit_l/V_lows[3]-1) < 5e-3
assert abs(V_fit_h/V_high-1) < 5e-3
residual = V_pair-V_fit_l*np.cos(phase_l)-V_fit_h*np.cos(phase_h)
distortion = np.std(residual)/np.std(V_pair)

# Ohmic loss in the electron-filled part of one sheath, in real space.
resist_tab = cumulative(1/n_tab, x_tab)
ohm_direct = me*nu/e**2*np.mean(
    (Q*zdot)**2*np.interp(edge_charge, c_tab, resist_tab))
ohm_formula = d['scale']*nu*length*d['sheath_ohm']
assert abs(ohm_direct/ohm_formula-1) < 1e-2

# Explicit energy gain of electrons reflected by the moving sheath edge.
nodes, weights = np.polynomial.legendre.leggauss(80)
approach = 6*vth*(nodes+1)
weights = 6*vth*weights
n_edge = np.interp(edge_charge, c_tab, n_tab)


def reflected_power(drive_factor, edge_density):
    current = -Q*zdot*drive_factor
    wall = (current/(e*edge_density))[:, None]
    drift = (current/(e*n0))[:, None]
    incoming = approach-wall
    outgoing = incoming+2*wall
    dist = np.exp(-(incoming+drift)**2/(2*vth**2))/(np.sqrt(2*np.pi)*vth)
    gain = 0.5*me*(outgoing**2-incoming**2)
    return np.mean(edge_density*np.sum(gain*approach*dist*weights, axis=1))


stoch_one = (d['stoch_low']+d['stoch_high'])/2
slow_power = reflected_power(0.1, n_edge)
assert abs(slow_power/(0.01*stoch_one)-1) < 1e-2
uniform_power = reflected_power(0.1, np.full(N, n0))
assert abs(uniform_power) < 1e-6*slow_power
kinetic_ratio = reflected_power(1.0, n_edge)/stoch_one

# Individual ions in the oscillating field, not the mean field.
count = 192
start_l = 2*np.pi*np.arange(count)/count
start_h = 2*np.pi*((np.arange(count)*0.618033988749895) % 1)
position, velocity = np.zeros(count), np.full(count, bohm)
impact, arrival = np.full(count, np.nan), np.full(count, np.nan)
dt, transit = 1/(40*f_high), length/bohm


def ion_acceleration(x, t):
    edge = (0.5+d['a_low']*np.cos(w_low*t+start_l)
            + d['a_high']*np.cos(w_high*t+start_h))
    charge = np.interp(x, x_tab, c_tab)
    return e*np.maximum(charge-Q*edge, 0)/(eps0*ion_mass)


for step in range(int(2*transit/dt)):
    t = step*dt
    a1 = ion_acceleration(position, t)
    v2 = velocity+dt*a1/2
    a2 = ion_acceleration(position+dt*velocity/2, t+dt/2)
    v3 = velocity+dt*a2/2
    a3 = ion_acceleration(position+dt*v2/2, t+dt/2)
    v4 = velocity+dt*a3
    a4 = ion_acceleration(position+dt*v3, t+dt)
    new_x = position+dt*(velocity+2*v2+2*v3+v4)/6
    new_v = velocity+dt*(a1+2*a2+2*a3+a4)/6
    hit = np.isnan(impact) & (new_x >= width)
    part = (width-position[hit])/(new_x[hit]-position[hit])
    v_hit = velocity[hit]+part*(new_v[hit]-velocity[hit])
    impact[hit] = 0.5*ion_mass*v_hit**2/e
    arrival[hit] = t+part*dt
    position, velocity = new_x, new_v
    if not np.isnan(impact).any():
        break
assert not np.isnan(impact).any()
assert abs(np.mean(impact)/energies[3]-1) < 0.04
assert abs(np.mean(arrival)/transit-1) < 0.04

# Successive secondary generations must converge to the balance solution.
n_iter = n_without[3]
for generation in range(200):
    secondary = 2*gamma_se*deposited*e*d['Vmean']*n_iter*bohm
    n_iter = (heating(d, n_iter)[1]+secondary)/(
        2*bohm*e*loss_energy(gamma_se))
assert abs(n_iter/n0-1) < 1e-6

# Add LF voltage while holding HF current, rather than HF voltage, fixed.
fixed_current = []
for gamma, baseline in ((0.0, n_without[0]), (gamma_se, n_with[0])):
    target = current_high(drives[0], baseline)

    def current_error(voltage):
        trial = solve_drive(400.0, voltage)
        return current_high(trial, density(trial, gamma))/target-1

    voltage = brentq(current_error, 200, 1200, xtol=0.01)
    trial = solve_drive(400.0, voltage)
    n_trial = density(trial, gamma)
    assert n_trial > baseline
    fixed_current.append((gamma, target, voltage, trial['Vmean']+Te/2,
                          n_trial*bohm, n_trial/baseline))

raised = solve_drive(400.0, 300.0)
n_raised = density(raised, gamma_se)
assert raised['Vmean'] > d['Vmean'] and n_raised > n0

print(f"Ion mass {ion_mass/sc.atomic_mass:.0f} u; Te {Te:.1f} eV")
print(f"Gap {gap*100:.1f} cm; collision frequency {nu:.2e} s^-1")
print(f"LF {f_low/1e6:.0f} MHz; HF {f_high/1e6:.0f} MHz")
print(f"Bohm speed {bohm:.1f} m/s; mean electron speed {vmean:.4e} m/s")
print(f"Collision cost {collision_cost:.1f} eV per ion pair")
print(f"Secondary yield {gamma_se:.2f}; deposited fraction {deposited:.2f}")
print(f"Loss energy: {loss_energy(0):.2f} eV without secondaries, "
      f"{loss_energy(gamma_se):.2f} eV with")
print(f"Fixed HF voltage amplitude {V_high:.0f} V")
print("VLF/V  energy/eV  flux(no sec)/m^-2s^-1  flux(sec)/m^-2s^-1")
for v, en, na, nb in zip(V_lows, energies, n_without, n_with):
    print(f"{v:5.0f} {en:9.2f} {na*bohm:15.4e} {nb*bohm:15.4e}")
print("With secondaries: VLF/V  Lambda  a_HF  n0/m^-3  s/mm  JHF/A m^-2")
for v, q, n in zip(V_lows, drives, n_with):
    print(f"{v:5.0f} {q['lam']:8.3f} {q['a_high']:.5f} {n:.4e} "
          f"{1000*charge_length(q,n)*q['thick']:.3f} {current_high(q,n):.2f}")
print("Fixed-density factors relative to VLF=0 (dimensionless):")
print("VLF/V  thickness  HF current  HF resistance  HF collisionless power")
base = drives[0]
for v, q in zip(V_lows, drives):
    root = np.sqrt(q['lam']/base['lam'])
    print(f"{v:5.0f} {root*q['thick']/base['thick']:.4f} "
          f"{root*q['a_high']/base['a_high']:.4f} "
          f"{q['resistance']/base['resistance']:.4f} "
          f"{q['stoch_high']/base['stoch_high']:.4f}")
print("Electron power, W/m^2: VLF/V  ohmic  collisionless LF  HF  secondary")
for v, q, n in zip(V_lows, drives, n_with):
    sec = 2*gamma_se*deposited*e*q['Vmean']*n*bohm
    print(f"{v:5.0f} {heating(q,n)[0]:.2f} {q['stoch_low']:.2f} "
          f"{q['stoch_high']:.2f} {sec:.2f}")
print("Fixed HF current, VLF=400 V; flux ratio is relative to VLF=0:")
print("yield  JHF/A m^-2  VHF/V  energy/eV  flux/m^-2s^-1  ratio")
for row in fixed_current:
    print(f"{row[0]:.2f} {row[1]:.2f} {row[2]:.2f} {row[3]:.2f} "
          f"{row[4]:.4e} {row[5]:.4f}")
print(f"VLF=400 V, VHF=300 V: energy {raised['Vmean']+Te/2:.2f} eV, "
      f"flux {n_raised*bohm:.4e} m^-2 s^-1")
print("Checks at VLF=400 V, VHF=200 V, with secondaries:")
print(f"Tracked ion energy: mean {np.mean(impact):.2f} eV, "
      f"standard deviation {np.std(impact):.2f} eV")
print(f"Ion transit: formula {transit*1e9:.2f} ns, "
      f"tracked {np.mean(arrival)*1e9:.2f} ns")
print(f"LF angular frequency times transit time {w_low*transit:.2f}")
print(f"Non-fundamental / total rms voltage {distortion:.5f}")
print(f"Kinetic / leading-order collisionless power {kinetic_ratio:.4f}")
print(f"Same ratio at one tenth drive {slow_power/(0.01*stoch_one):.5f}")
print("all assertions hold")
```

Output:

```
Ion mass 40 u; Te 3.0 eV
Gap 5.0 cm; collision frequency 2.00e+07 s^-1
LF 10 MHz; HF 100 MHz
Bohm speed 2690.1 m/s; mean electron speed 1.1592e+06 m/s
Collision cost 50.0 eV per ion pair
Secondary yield 0.10; deposited fraction 0.50
Loss energy: 57.50 eV without secondaries, 58.10 eV with
Fixed HF voltage amplitude 200 V
VLF/V  energy/eV  flux(no sec)/m^-2s^-1  flux(sec)/m^-2s^-1
    0     82.28      6.4875e+19      6.9010e+19
  100    112.14      3.4144e+19      3.7367e+19
  200    148.57      2.6765e+19      3.0350e+19
  400    225.26      2.1470e+19      2.6337e+19
  600    304.03      1.8842e+19      2.5220e+19
With secondaries: VLF/V  Lambda  a_HF  n0/m^-3  s/mm  JHF/A m^-2
    0   34.166 0.50000 2.5654e+16 1.306 606.75
  100   47.952 0.33010 1.3891e+16 2.137 349.21
  200   57.294 0.25000 1.1282e+16 2.834 260.54
  400   70.589 0.17016 9.7906e+15 4.030 183.36
  600   80.969 0.12975 9.3753e+15 5.079 146.53
Fixed-density factors relative to VLF=0 (dimensionless):
VLF/V  thickness  HF current  HF resistance  HF collisionless power
    0 1.0000 1.0000 1.0000 1.0000
  100 1.2042 0.7821 0.8278 0.5064
  200 1.4391 0.6475 0.9782 0.4101
  400 1.9062 0.4892 1.4381 0.3441
  600 2.3510 0.3995 1.8923 0.3020
Electron power, W/m^2: VLF/V  ohmic  collisionless LF  HF  secondary
    0 250.05 0.00 945.41 89.31
  100 149.16 1.50 478.77 66.24
  200 101.93 3.88 387.71 71.51
  400 60.23 10.35 325.33 94.42
  600 43.22 18.58 285.49 122.24
Fixed HF current, VLF=400 V; flux ratio is relative to VLF=0:
yield  JHF/A m^-2  VHF/V  energy/eV  flux/m^-2s^-1  ratio
0.00 588.29 523.90 345.94 7.7011e+19 1.1871
0.10 606.75 472.29 326.25 9.2176e+19 1.3357
VLF=400 V, VHF=300 V: energy 261.54 eV, flux 4.6915e+19 m^-2 s^-1
Checks at VLF=400 V, VHF=200 V, with secondaries:
Tracked ion energy: mean 227.45 eV, standard deviation 23.80 eV
Ion transit: formula 406.43 ns, tracked 408.30 ns
LF angular frequency times transit time 25.54
Non-fundamental / total rms voltage 0.03390
Kinetic / leading-order collisionless power 1.0926
Same ratio at one tenth drive 1.00096
all assertions hold
```
